# Positive thermopower in a monovalent metal from scattering near a zone boundary

A monovalent metal has positive diffusion thermopower when its mean squared Fermi speed falls with energy and its scattering rate is proportional to the density of states. Both can hold when the Fermi surface comes close to the zone faces. A constant relaxation time $\tau$ leaves out the energy dependence of the scattering and can then give a negative thermopower, the wrong sign. A rising density of states is not enough by itself: it rises for free electrons too, and their thermopower is negative for either form of scattering.

Let $N(E)$ be the density of states per volume for both spins, $\mathbf v$ the band velocity, $\langle\dots\rangle$ the average over the surface of energy $E$ weighted by states, and

$$\Sigma(E)=\tfrac13 N\langle v^2\rangle .$$

Constant $\tau$ gives $S<0$ and a constant scattering matrix element gives $S>0$ when, at the Fermi level,

$$0<\frac{d\ln\Sigma}{dE}<\frac{d\ln N}{dE}. \tag{1}$$

This is a possible mechanism for a positive thermopower in a monovalent metal, not a theory of a particular one. The assumptions are one band with cubic and inversion symmetry, elastic scattering by weak, dilute defects, and no phonon drag or many-body corrections. Hartree units are used ($\hbar=m_e=1$), with the carrier charge $-e$ kept visible.

## From the Boltzmann equation to the sign

In a field $\boldsymbol{\mathcal E}$ and a temperature gradient, write the occupation as $f_0+g$, where $f_0$ is the local Fermi function with chemical potential $\mu$. To first order,

$$\mathbf v\cdot\nabla f_0-e\boldsymbol{\mathcal E}\cdot\mathbf v\,f_0'=-\frac g\tau .$$

Since $f_0$ depends on $(E-\mu)/k_BT$, its gradient is $\nabla f_0=-f_0'\,[\nabla\mu+(E-\mu)\nabla T/T]$. With the measured field $\boldsymbol{\mathcal E}^*=\boldsymbol{\mathcal E}+\nabla\mu/e$,

$$g=\tau f_0'\,\mathbf v\cdot\left[e\boldsymbol{\mathcal E}^*+\frac{E-\mu}{T}\nabla T\right].$$

The current is $-e$ times the sum of $\mathbf v g$ over states. By cubic symmetry that sum contains $N\langle v_x^2\rangle=\Sigma$. Defining $\sigma(E)=e^2\Sigma\tau$,

$$\mathbf j=\int dE\,(-f_0')\,\sigma(E)\left[\boldsymbol{\mathcal E}^*+\frac{E-\mu}{eT}\nabla T\right].$$

Setting $\mathbf j=0$ and $\boldsymbol{\mathcal E}^*=S\nabla T$ gives

$$S=-\frac1{eT}\,\frac{\int(E-\mu)\,\sigma\,(-f_0')\,dE}{\int\sigma\,(-f_0')\,dE}.$$

If $\sigma$ is smooth over several $k_BT$, expand it to first order about $\mu$. The constant term drops out of the numerator by symmetry. The linear term contributes $(\pi^2/3)(k_BT)^2\sigma'$, because $\int x^2(-df_0/dx)\,dx=\pi^2/3$ for $x=(E-\mu)/k_BT$. The result is the Mott formula,

$$S=-\frac{\pi^2}{3}\frac{k_B}{e}\,k_BT\,\frac{d\ln\sigma}{dE}\bigg|_{E_F}. \tag{2}$$

Positive $S$ thus means that electrons above the Fermi level conduct less well than those below it.

## What each scattering assumption measures

**Constant $\tau$.** Here $\sigma\propto\Sigma$. Because $v_x\,\delta(E-E_{\mathbf k})=-\partial_{k_x}\theta(E-E_{\mathbf k})$,

$$\Sigma=-2\int\!\frac{d^3k}{(2\pi)^3}\,v_x\,\partial_{k_x}\theta(E-E_{\mathbf k})
=2\int\!\frac{d^3k}{(2\pi)^3}\,\theta(E-E_{\mathbf k})\,\partial_{k_x}v_x .$$

The boundary term of this integration by parts vanishes because the band is periodic. Differentiating the step function, and averaging over the three equivalent axes,

$$\frac{d\Sigma}{dE}=N\left\langle\frac1m\right\rangle,\qquad \frac1m=\tfrac13\nabla_{\mathbf k}^2E_{\mathbf k}. \tag{3}$$

Constant-$\tau$ thermopower therefore has the sign of $-\langle1/m\rangle$. It reports band curvature and contains no information about the states available for scattering.

**Constant matrix element.** Let $n_i$ be the defect density and $u$ the matrix element multiplied by the normalization volume. The golden rule, with spin conserved, gives the collision term

$$2\pi n_iu^2\int\!\frac{d^3k'}{(2\pi)^3}\,\delta(E_{\mathbf k}-E_{\mathbf k'})\,(g_{\mathbf k}-g_{\mathbf k'})
=\pi n_iu^2N\,(g_{\mathbf k}-\langle g\rangle).$$

The factor 2 of the golden rule has been halved because only $N/2$ final states have the right spin. The driven solution is proportional to a velocity component, and $\langle\mathbf v\rangle=0$ by inversion symmetry, so scattering back in contributes nothing. Hence

$$\frac1\tau=\pi n_iu^2N,\qquad
\sigma=\frac{e^2\Sigma}{\pi n_iu^2N}=\frac{e^2\langle v^2\rangle}{3\pi n_iu^2}. \tag{4}$$

The density of states has cancelled. More carriers at a given energy also mean more final states to scatter into, and what survives is the mean squared speed. So $S>0$ requires $N$ to rise faster than $\Sigma$, the second inequality in (1); the first inequality keeps the constant-$\tau$ result negative. The two signs can also disagree the other way round, when $\Sigma$ falls and $N$ falls faster.

To see how strong the energy dependence must be, let $1/\tau\propto N^p$. Then

$$\frac{d\ln\sigma}{dE}=\frac{d\ln\Sigma}{dE}-p\,\frac{d\ln N}{dE},\qquad
p_c=\frac{d\ln\Sigma/dE}{d\ln N/dE}. \tag{5}$$

When both slopes are positive, $S>0$ for $p>p_c$. Free electrons have $N\propto E^{1/2}$ and $\langle v^2\rangle=2E$, so $\Sigma\propto E^{3/2}$ and $p_c=3$. A constant matrix element means $p=1$, which is too weak. The zone boundary has to bring $p_c$ below 1.

## How a zone face slows the electrons

Consider one pair of faces at $k=\pm h$ along their normal, with free motion in the two transverse directions. Near $k=h$, a potential component $-U$ (with $0<U<\tfrac34h^2$) mixes the waves $k$ and $k-2h$. With $u_k=h-k$ their energies are $(h-u_k)^2/2$ and $(h+u_k)^2/2$. The mean is $(h^2+u_k^2)/2$ and half the difference is $hu_k$, so the lower eigenvalue is

$$\varepsilon(k)=\frac{h^2+u_k^2}{2}-\sqrt{h^2u_k^2+U^2}.$$

As a model, use this form for all $0\le k\le h$ and its mirror image for $k<0$. The upper limit on $U$ keeps $\varepsilon(0)=h^2-\sqrt{h^4+U^2}$ below the saddle energy $h^2/2-U$. Let $\varepsilon(q)=E$ with $0<q<h$, for an energy $E$ between $\varepsilon(0)$ and the saddle at the face. For each $k$ between $-q$ and $q$, the transverse integral $\int2\pi k_\perp dk_\perp\,\delta(E-\varepsilon-k_\perp^2/2)$ equals $2\pi$. Therefore

$$N=\frac{2}{(2\pi)^3}\,(2\pi)(2q)=\frac q{\pi^2},\qquad N'=\frac1{\pi^2\varepsilon'(q)}.$$

On the energy surface $k_\perp^2=2(E-\varepsilon)$. One third of the summed squared speed is then

$$\Sigma=\frac1{3\pi^2}\int_0^q\left[\varepsilon'^2+2(E-\varepsilon)\right]dk .$$

Here $\Sigma$ is the average over the three axes. Differentiation gives an end-point term $\varepsilon'(q)^2\,dq/dE=\varepsilon'(q)$, since $E-\varepsilon$ vanishes there, and $2q$ from the explicit $E$:

$$\Sigma'=\frac{2q+\varepsilon'(q)}{3\pi^2}. \tag{6}$$

Close to the face, $\sqrt{h^2u_k^2+U^2}\simeq U+h^2u_k^2/(2U)$, so

$$\varepsilon\simeq\frac{h^2}{2}-U-\frac{u_k^2}{2m_\parallel},\qquad \frac1{m_\parallel}=\frac{h^2}{U}-1 .$$

At a depth $D$ below the saddle energy, $u_k=\sqrt{2m_\parallel D}$ and $\varepsilon'(q)=u_k/m_\parallel=\sqrt{2D/m_\parallel}$. Thus

$$N'\simeq\frac1{\pi^2}\sqrt{\frac{m_\parallel}{2D}}\to\infty,\qquad
\Sigma'\to\frac{2h}{3\pi^2}\qquad(D\to0). \tag{7}$$

The density of states gains slow states ever faster, while $\Sigma$ keeps a finite slope. Since $\langle v^2\rangle=3\Sigma/N$, the mean squared speed must fall just before contact.

The argument carries over to a crystal whose face centre is a quadratic saddle with transverse masses $m_1,m_2>0$. Rescaling the transverse momenta multiplies the divergent part of $N'$ by $\sqrt{m_1m_2}$, while (3) keeps $\Sigma'$ finite. A constant matrix element therefore gives $S>0$ sufficiently close to contact, provided that $k_BT\ll D$ so that (2) applies.

The single pair also shows when constant $\tau$ stays negative. Dividing (6) by $N$ gives $\langle1/m\rangle=[2+\varepsilon'(q)/q]/3$, which exceeds $2/3$ all the way to contact. This average includes the contribution of the kink that the mirrored model band has at $k=0$. With several pairs of faces the average can become negative, and constant $\tau$ then gives a positive thermopower as well.

## How large: a bcc model metal

The example is a model bcc crystal with lattice constant 6.5 bohr, one electron per primitive cell, and a local potential with only the $\{110\}$ component $-U$. Its free-electron sphere reaches 0.877 of the distance to the twelve nearest zone faces. Plane-wave diagonalization gives the band. The table uses a small basis; in its last two rows $D$ and the slope of $\Sigma$ shift by 0.1 to 0.2 in a larger one, without a change of sign. In the table $D$ is the energy from the Fermi level up to the saddle at the face centre, and the last three columns are logarithmic slopes in Ha$^{-1}$.

| $U$ (mHa) | $D$ (mHa) | $N$ | $\Sigma$ | $\langle v^2\rangle$ |
|---:|---:|---:|---:|---:|
| 0 | 53.8 | 2.8 | 8.3 | 5.6 |
| 20 | 33.6 | 4.2 | 7.6 | 3.5 |
| 30 | 24.4 | 6.5 | 6.5 | 0.0 |
| 40 | 16.8 | 10.6 | 4.7 | −5.9 |
| 55 | 8.6 | 21.3 | 1.1 | −20.2 |
| 60 | 6.7 | 26.6 | −0.4 | −27.0 |

The constant-matrix-element thermopower changes sign near $U=30$ mHa, where the slope of $\langle v^2\rangle$ is close to zero. The constant-$\tau$ result changes sign between 55 and 60 mHa. Between these crossings the two assumptions disagree. At 60 mHa both give $S>0$, although the Fermi surface has not yet touched the faces.

Take $U=40$ mHa, recomputed with a larger basis and a finer surface integration. The Fermi surface is still nearly round: its radius is 0.608 bohr$^{-1}$ toward a face and 0.592 bohr$^{-1}$ along $[100]$, a difference of 3% relative to the latter. The speeds differ far more, 0.378 against 0.517 atomic units, so electrons heading toward a face are 27% slower. Compared with free electrons at the same density, $N$ is larger by the factor $0.0799/0.0608=1.31$, and $\langle v^2\rangle$ is smaller by the factor $0.210/0.360=0.58$. A nearly spherical Fermi surface is therefore no guarantee of free-electron thermopower.

The mean inverse mass remains positive. From (3) and the slope of $\Sigma$,

$$\left\langle\frac1m\right\rangle=\frac{\langle v^2\rangle}{3}\frac{d\ln\Sigma}{dE}
=\frac{0.2096\times4.696}{3}=0.328 .$$

An independent evaluation from interband momentum matrix elements also gives 0.328. The critical exponent is $p_c=4.696/10.603=0.44$, so even a scattering rate rising as $N^{1/2}$ would reverse the constant-$\tau$ sign.

At 100 K, $k_BT=0.3167$ mHa, and the prefactor in (2) is $(\pi^2/3)(k_B/e)k_BT=0.0898\ \mu\mathrm{V\,Ha\,K^{-1}}$. The two thermopowers are

$$S_\tau=-0.0898\times4.696=-0.42\ \mu\mathrm{V/K},$$

$$S_M=-0.0898\times(4.696-10.603)=+0.53\ \mu\mathrm{V/K}.$$

Here $D=53\,k_BT$, so the low-temperature expansion is safe. In the smaller scan basis, the full thermal integrals differ from the Mott values by less than $0.001\ \mu$V/K. Solving the complete elastic collision operator, including scattering back in, reproduces (4) and its energy slope.

As long as the golden rule holds, the defect strength sets the resistance but not the sign. A strong defect requires its full scattering matrix, which adds an energy dependence of its own. For $n_iu^2=10^{-3}$ Ha$^2$ bohr$^3$, (4) gives $\tau=96$ fs, and changing $n_iu^2$ leaves $d\ln\sigma/dE$ unchanged.

If the same energy dependence held at 300 K, $S_M$ would be three times larger, about $1.6\ \mu$V/K. The model shows how a positive sign can arise; it is not fitted to a particular metal.

## Where the explanation fails

One weak assumption is the constant matrix element. For a contact defect at $\mathbf r_0$, its square is proportional to $|\psi_{\mathbf k}(\mathbf r_0)|^2|\psi_{\mathbf k'}(\mathbf r_0)|^2$. At a face centre, in the two-wave model, the lower state for $-U$ is the even combination, whose density at a lattice site is twice the mean. For the opposite sign of the potential it is the odd combination, with a node there. The two cases have the same two-wave energies, but a defect on a lattice site scatters their face states very differently. The band energies alone therefore do not fix the scattering rate. In the bcc example at $U=40$ mHa the effect is large enough to decide the sign: a contact defect on a lattice site makes $S$ more positive than $S_M$, while one on an octahedral interstitial site makes it negative. $S_M$ is the value for an idealized constant matrix element, not for a particular defect. In the full bcc crystal the bands differ as well, because three $\{110\}$ vectors can form a closed triangle, so the table for $-U$ does not apply to $+U$.

Phonons above the Debye temperature can be treated similarly if their energies are small compared with $k_BT$ and the coupling is constant. The rate is then proportional to $TN$, and the factor $T$ drops out of the energy derivative. Strongly angle-dependent coupling requires the full collision operator instead of (4). Phonon drag adds a separate contribution, and once $D$ is only a few $k_BT$ the integral for $S$ must replace (2).

## What to do in practice

1. Compute $d\ln N/dE$ and $d\ln\Sigma/dE$ at the Fermi level, and form $p_c$ when both are positive. If $p_c$ is below or near 1, a constant-$\tau$ sign should not be trusted.
2. Recalculate $S$ with $1/\tau\propto N$. A changed sign shows that the answer depends on scattering, and state-resolved matrix elements are then needed. An unchanged sign does not prove the contrary, because the matrix elements can vary with energy too.
3. Resolve the regions near the zone faces finely. Small changes in the Fermi radius can hide large changes in speed.
4. Compare $S$ itself with experiment, because the thermoelectric figure of merit $ZT$ does not show its sign. For degenerate electrons with elastic scattering, the leading electronic heat conductivity is $\kappa=(\pi^2/3)(k_B/e)^2\sigma T$. Without lattice heat conduction,

$$ZT=\frac{S^2\sigma T}{\kappa}=\frac{\pi^2}{3}\left(k_BT\,\frac{d\ln\sigma}{dE}\right)^2 .$$

For $S_M$ in the example this is $3.29\times(3.167\times10^{-4}\times5.908)^2\approx1.2\times10^{-5}$, far too small for energy conversion. Because $ZT$ contains $S^2$, it also hides the error that matters in a thermocouple, where the voltage depends on the difference between two signed thermopowers.

The numerical output below lists the full scan and the values used here.

## Computed values

```
lattice constant 6.5 bohr; temperature 100 K
kB T = 0.3167 mHa
free-electron radius / face distance = 0.8773
Scan: U, D in mHa; dlnN/dE, dlnSigma/dE, dln<v2>/dE in 1/Ha
U= 0 D= 53.81 N:  2.781 Sigma:  8.343 v2:  5.562
free electrons: E_F=0.17979 Ha, p_c=3.000
U=10 D= 43.64 N:  3.065 Sigma:  8.192 v2:  5.128
U=20 D= 33.59 N:  4.158 Sigma:  7.622 v2:  3.464
U=30 D= 24.42 N:  6.495 Sigma:  6.480 v2: -0.015
U=35 D= 20.38 N:  8.282 Sigma:  5.674 v2: -2.608
U=40 D= 16.76 N: 10.569 Sigma:  4.716 v2: -5.853
U=45 D= 13.60 N: 13.435 Sigma:  3.620 v2: -9.815
U=50 D= 10.88 N: 16.972 Sigma:  2.399 v2:-14.573
U=55 D=  8.57 N: 21.310 Sigma:  1.069 v2:-20.240
U=60 D=  6.65 N: 26.634 Sigma: -0.355 v2:-26.990
Example: U = 40 mHa, 40 plane waves
E_F = 0.13751 Ha; saddle = 0.15428 Ha
D = 16.78 mHa = 53.0 kB T
N = 0.07985 per Ha bohr^3; free value 0.06076
<v^2> = 0.2096 a.u.; free value 0.3596
<1/m> interband sum 0.3283, from Sigma slope 0.3280 (1/m_e)
[110] radius 0.6082 1/bohr, speed 0.3778 a.u.
[100] radius 0.5916 1/bohr, speed 0.5169 a.u.
dlnN/dE = 10.603 1/Ha; dlnSigma/dE = 4.696 1/Ha
dln<v^2>/dE = -5.908 1/Ha; p_c = 0.443
S constant tau = -0.4216 microvolt/K
S constant matrix element = 0.5304 microvolt/K
scan basis, constant tau: integral -0.4231, Mott -0.4234 microvolt/K
scan basis, constant matrix: integral 0.5263, Mott 0.5255 microvolt/K
n_i u^2 = 0.001 Ha^2 bohr^3: tau = 96.4 fs
face pair D=100 mHa: N'=0.2389 a.u., dln<v2>/dE=10.36 1/Ha
face pair D=0.01 mHa: N'=6.9343 a.u., dln<v2>/dE=-94.55 1/Ha
saddle law at D=0.01 mHa: N' = 6.9327 a.u.
```
